# Why Spin-Orbit Coupling Carries g − 1 Instead of g

An electron circles at one hundredth of the speed of light in an outward radial electric field of $10^{10}\ \mathrm{V/m}$. In the electron's rest frame there is a magnetic field of $0.334\ \mathrm{T}$, and for $g=2$ its torque should turn the spin at $5.867\times10^{10}\ \mathrm{rad/s}$. Solving the relativistic equation for the spin along the same orbit gives $2.933\times10^{10}\ \mathrm{rad/s}$. The ratio is $0.499987$. The field and the torque are both right, so half of the rotation has been cancelled by something that is not a torque.

## The model and the magnetic torque

Let a particle have charge $q$, mass $m$ and magnetic moment

$$\boldsymbol\mu=\frac{gq}{2m}\,\mathbf S ,$$

where $\mathbf S$ is its spin in its rest frame. In the laboratory there is a static electric field $\mathbf E$ and no magnetic field. The force is $\mathbf F=q\mathbf E$. I write $\beta=v/c$ and $\gamma=1/\sqrt{1-\beta^2}$.

The Lorentz transformation of the fields gives, for zero laboratory magnetic field,

$$\mathbf B'=-\gamma\,\frac{\mathbf v\times\mathbf E}{c^2}.$$

The particle has no electric dipole moment at rest, so the torque on it is $\boldsymbol\mu\times\mathbf B'$ per unit proper time $\tau$. Since $dt=\gamma\,d\tau$, the rate in laboratory time is

$$\left.\frac{d\mathbf S}{dt}\right|_{\rm mag}
=\frac{1}{\gamma}\,\frac{gq}{2m}\,\mathbf S\times\mathbf B'
=-\frac{gq}{2mc^2}\,\mathbf S\times(\mathbf v\times\mathbf E).$$

Reversing the outer cross product removes the minus sign, and $q\mathbf E=\mathbf F$. The result has the form $\boldsymbol\Omega_{\rm mag}\times\mathbf S$ with

$$\boldsymbol\Omega_{\rm mag}=\frac{g}{2mc^2}\,\mathbf v\times\mathbf F .$$

For the circling electron, put the particle on the $x$ axis, moving along $+y$. The force points along $-x$, so $\mathbf v\times\mathbf F$ points along $+z$: the magnetic torque turns the spin counterclockwise, in the sense of the orbit.

Its size follows from the orbit. The centripetal condition is $F=\gamma mv^2/r$, and the orbital angular rate is $\omega_{\rm orb}=v/r$. Hence

$$\Omega_{\rm mag}=\frac{g}{2mc^2}\,v\,\frac{\gamma mv^2}{r}
=\frac g2\,\gamma\beta^2\,\omega_{\rm orb}.$$

With $r=5.110\times10^{-9}\ \mathrm m$ and $v=2.998\times10^6\ \mathrm{m/s}$, the orbital rate is $5.8665\times10^{14}\ \mathrm{rad/s}$. Multiplying by $\beta^2=10^{-4}$ and by $\gamma\approx1.00005$ gives the $5.867\times10^{10}\ \mathrm{rad/s}$ quoted above.

## Which rest frame?

"The rest frame" fixes a velocity, but not the directions of the axes. For an accelerated particle this matters.

At time $t$, reach a rest frame from the laboratory by a pure boost $B(\mathbf v)$, that is, a Lorentz transformation without rotation. In this inertial frame the particle is momentarily at rest and the torque law applies. A moment later the particle has a small velocity $\delta\mathbf u$ in that frame. Its new rest frame is reached by a further pure boost, so the complete transformation from the laboratory is

$$B(\delta\mathbf u)\,B(\mathbf v).$$

The second boost is so small that it changes the spatial components of the spin only at order $(\delta u/c)^2$. The torque law therefore gives the change of the spin components along these carried axes. With no torque, those components stay constant.

The spin variable $\mathbf S$ needs axes that depend on the present velocity and not on the particle's history. Otherwise its components could not be combined with those of the orbital angular momentum, which refer to the laboratory axes. At the later time, $\mathbf S$ therefore refers to the frame reached by the single boost

$$B(\mathbf v+\delta\mathbf v).$$

Both frames have the same velocity. They can still differ by a rotation, and the naive calculation assumes that they do not.

## Composing the two boosts

Let $\mathbf v=\beta c\,\hat{\mathbf x}$, and let the second boost have velocity $\varepsilon c\,\hat{\mathbf y}$ with $\varepsilon\ll1$. The $z$ coordinate plays no part. In the order $(ct,x,y)$, and to first order in $\varepsilon$,

$$B_x=\begin{pmatrix}\gamma&-\gamma\beta&0\\-\gamma\beta&\gamma&0\\0&0&1\end{pmatrix},\qquad
B_y=\begin{pmatrix}1&0&-\varepsilon\\0&1&0\\-\varepsilon&0&1\end{pmatrix}.$$

Multiplying row by row gives

$$M=B_yB_x=\begin{pmatrix}\gamma&-\gamma\beta&-\varepsilon\\-\gamma\beta&\gamma&0\\-\gamma\varepsilon&\gamma\beta\varepsilon&1\end{pmatrix}.$$

A pure boost has a symmetric matrix. This one is not symmetric: its $yx$ element is $\gamma\beta\varepsilon$, while its $xy$ element is zero. For $\beta=0.6$ and $\varepsilon=10^{-4}$ the first is $1.25\times0.6\times10^{-4}=7.5\times10^{-5}$. Two perpendicular pure boosts have not produced a pure boost.

Two frames with the same velocity share their time axis, so what connects them is a spatial rotation. We can therefore write $M=RB'$, where $B'$ is a pure boost and $R$ a rotation. Since $R$ leaves time alone, $M$ and $B'$ have the same first row. The first row of a pure boost with velocity $\boldsymbol\beta'c$ is $(\gamma',-\gamma'\beta'_x,-\gamma'\beta'_y)$, so

$$\gamma'=\gamma,\qquad \beta'_x=\beta,\qquad \beta'_y=\frac{\varepsilon}{\gamma}$$

to first order. The laboratory velocity has changed by $\delta v_y=\varepsilon c/\gamma$.

The spatial elements of a pure boost are $\delta_{ij}+(\gamma'-1)\beta'_i\beta'_j/\beta'^2$. Its $xy$ element is thus

$$\eta=(\gamma-1)\frac{\beta(\varepsilon/\gamma)}{\beta^2}
=\frac{(\gamma-1)\varepsilon}{\gamma\beta},$$

and

$$B'=\begin{pmatrix}\gamma&-\gamma\beta&-\varepsilon\\-\gamma\beta&\gamma&\eta\\-\varepsilon&\eta&1\end{pmatrix}.$$

The rotation must remove $\eta$ from the $xy$ position. Try

$$R=\begin{pmatrix}1&0&0\\0&1&-\eta\\0&\eta&1\end{pmatrix}.$$

The second row of $RB'$ is the second row of $B'$ minus $\eta$ times the third. To first order it is $(-\gamma\beta,\gamma,0)$, as required. The third row is the third row of $B'$ plus $\eta$ times the second:

$$\bigl(-\varepsilon-\gamma\beta\eta,\ \ \eta+\gamma\eta,\ \ 1\bigr).$$

Its first element is $-\varepsilon-(\gamma-1)\varepsilon=-\gamma\varepsilon$. Its second is

$$(\gamma+1)\eta=\frac{(\gamma^2-1)\varepsilon}{\gamma\beta}=\gamma\beta\varepsilon,$$

because $\gamma^2-1=\gamma^2\beta^2$. Every element of $M$ is reproduced.

At low speed the origin of the one half is visible in the matrix itself. The spatial corner of $M$ has $\beta\varepsilon$ on one side of the diagonal and zero on the other. Its symmetric part has $\beta\varepsilon/2$ on each side and belongs to the pure boost. Its antisymmetric part has $\pm\beta\varepsilon/2$ and is the rotation. Half of the mismatch is boost, and half is rotation.

## From one step to the Thomas rate

The sign needs care, because $R$ turns components along the directly boosted axes into components along the carried axes. We want the inverse. If the carried components $(S_x,S_y)$ are constant, the components of the spin variable become

$$S_x+\eta S_y,\qquad S_y-\eta S_x .$$

A counterclockwise rotation by a small angle $\delta\phi$ would give $S_x-\delta\phi\,S_y$ and $S_y+\delta\phi\,S_x$. Therefore

$$\delta\phi=-\eta=-\frac{(\gamma-1)\varepsilon}{\gamma\beta}.$$

The spin turns clockwise when the velocity turns counterclockwise. For $\varepsilon=10^{-4}$, factoring the product of full boost matrices gives $-3.33333\times10^{-5}\ \mathrm{rad}$ at $\beta=0.6$ and $-5.00013\times10^{-7}\ \mathrm{rad}$ at $\beta=0.01$. The second is close to the low-speed form $-\beta\varepsilon/2$, which follows from $\gamma-1\approx\beta^2/2$.

If the second boost is parallel to the first, the product is a boost along the same line. Its matrix is symmetric and there is no rotation. Speeding up in a straight line does not turn the spin; changing the direction of motion does.

Now divide by the laboratory time $\delta t$. Since $\varepsilon/\gamma=\delta v_y/c$ and $a_y=\delta v_y/\delta t$,

$$\frac{\delta\phi}{\delta t}=-\frac{(\gamma-1)a_y}{\beta c}
=-\frac{\gamma-1}{v^2}\,v a_y .$$

Here $va_y$ is the $z$ component of $\mathbf v\times\mathbf a$. The parallel part of $\mathbf a$ contributes neither to the rotation nor to this cross product, so the vector form holds for any direction of acceleration. Using $\gamma-1=\gamma^2\beta^2/(\gamma+1)$,

$$\boldsymbol\omega_T=\frac{\gamma^2}{\gamma+1}\,\frac{\mathbf a\times\mathbf v}{c^2}
\;\longrightarrow\;-\frac{1}{2mc^2}\,\mathbf v\times\mathbf F ,$$

where the arrow means low speed, with $\mathbf a=\mathbf F/m$. This is Thomas precession. It contains no magnetic moment and no $g$, because it comes from the change of velocity alone.

On a circular orbit $a=v^2/r$, so $av/c^2=\beta^2\omega_{\rm orb}$, and the Thomas rate is $-(\gamma-1)\omega_{\rm orb}$. One revolution accumulates the angle $-2\pi(\gamma-1)$. At $\beta=0.6$, where $\gamma=1.25$, this is $-90^\circ$. Multiplying 4000 small pure boosts around the orbit gives $-89.9999^\circ$. A spin that feels no torque at all returns to the starting point turned by a quarter of a revolution.

## Adding the rates

During a short time $\delta t$, the torque changes the carried components by an amount of order $\delta t$, and the change of axes is also of order $\delta t$. Their combined effect differs from the sum only at order $\delta t^2$, so the rates add:

$$\boldsymbol\Omega=\frac{g}{2mc^2}\,\mathbf v\times\mathbf F-\frac{1}{2mc^2}\,\mathbf v\times\mathbf F
=\frac{g-1}{2mc^2}\,\mathbf v\times\mathbf F .$$

The correction subtracts one from $g$; it does not multiply $g$ by one half. The ratio of the net rate to the magnetic rate is $(g-1)/g$, which is one half for $g=2$.

For the slow electron, the magnetic rate is $5.86679\times10^{10}\ \mathrm{rad/s}$ and the Thomas rate is $-2.93347\times10^{10}\ \mathrm{rad/s}$. Their sum is $2.93332\times10^{10}\ \mathrm{rad/s}$, the value found from the relativistic spin equation.

The small departure of the ratio from one half can also be explained. The equations $d(\gamma m\mathbf v)/dt=\mathbf F$ and $d(\gamma mc^2)/dt=\mathbf F\cdot\mathbf v$ give

$$\gamma m\mathbf a=\mathbf F-\frac{\mathbf v(\mathbf v\cdot\mathbf F)}{c^2},
\qquad\text{so}\qquad
\mathbf a\times\mathbf v=-\frac{\mathbf v\times\mathbf F}{\gamma m}.$$

Inserting this in the full Thomas rate yields, at any speed below $c$,

$$\boldsymbol\Omega=\frac{1}{mc^2}\left(\frac g2-\frac{\gamma}{\gamma+1}\right)\mathbf v\times\mathbf F .$$

For $g=2$ the bracket is $1/(\gamma+1)$, while the magnetic part alone would give 1. At $\beta=0.01$ the ratio $1/(\gamma+1)$ lies just below one half, in agreement with the computed $0.499987$. At $\gamma=1.25$ it is $0.444$. The factor one half is thus a low-speed result.

## A check that contains no Thomas term

The spin equation used for comparison is the Bargmann–Michel–Telegdi equation. It describes the spin by a four-vector $S^\mu$ that has no time component in the rest frame, so that $S_\mu U^\mu=0$, where $U^\mu$ is the four-velocity. With the field tensor defined by $dU^\mu/d\tau=(q/m)F^{\mu\nu}U_\nu$, it reads

$$\frac{dS^\mu}{d\tau}=\frac qm\left[\frac g2F^{\mu\nu}S_\nu+\frac{1}{c^2}\left(\frac g2-1\right)U^\mu X\right],
\qquad X=S_\alpha F^{\alpha\beta}U_\beta .$$

In the rest frame, the spatial part of $U^\mu$ vanishes and the first term is the magnetic torque. The second term maintains $S_\mu U^\mu=0$. To see this, use the antisymmetry of $F^{\mu\nu}$ and $U_\mu U^\mu=c^2$:

$$U_\mu\frac{dS^\mu}{d\tau}=\frac qm\left[-\frac g2X+\left(\frac g2-1\right)X\right]=-\frac qm X,$$

which cancels $S_\mu\,dU^\mu/d\tau=(q/m)X$. No rotation of axes has been put in by hand. The equation, like the orbit used here, leaves out the force of the spin on the orbit in a non-uniform field and the loss of energy by radiation. For the slow electron both are small: the spin energy $\hbar\Omega/2$ is about $4\times10^{-7}$ of the kinetic energy, and about $5\times10^{-8}$ of that energy is radiated per orbit.

To read off the spin angle at the end of the orbit, $S^\mu$ is taken from the laboratory to the rest frame by a single pure boost, in keeping with the definition of $\mathbf S$.

After one slow orbit, the predicted spin angle is $(g-1)\pi\beta^2$. Dividing the integrated angle by $\pi\beta^2$ at $\beta=0.01$ gives these coefficients:

| $g$ | coefficient |
|---|---|
| 0 | −1.00008 |
| 1 | −0.00003 |
| 2 | 1.00003 |
| 4 | 3.00013 |

They follow $g-1$. The remainders are relativistic: expanding the any-speed formula for this orbit gives $g-1+\beta^2(g/2-3/4)$ to the next order, which is $-1.000075$, $-0.000025$, $1.000025$ and $3.000125$ for the four rows. The still smaller term $\beta^4(3g/8-5/8)$ only decides which way the last tabulated digit rounds.

The cases have different meanings. With $g=0$ there is no magnetic torque, and the backward Thomas rotation stands alone. With $g=1$ the two rotations cancel at leading order, although the rest-frame magnetic field is still present. With $g=4$ the net rate is three quarters of the magnetic rate, so "half" would be wrong.

## From precession to energy

A Hamiltonian $H=\boldsymbol\Omega\cdot\mathbf S$ produces the motion $d\mathbf S/dt=\boldsymbol\Omega\times\mathbf S$. For $\boldsymbol\Omega$ along $z$, the commutator $[S_z,S_x]=i\hbar S_y$ gives

$$\frac{dS_x}{dt}=\frac{i}{\hbar}\,\Omega\,[S_z,S_x]=-\Omega S_y ,$$

which is the $x$ component of $\boldsymbol\Omega\times\mathbf S$; the other components follow in the same way. The Hamiltonian must generate the whole motion of the spin variable, including the part due to the axes.

In a central potential energy $V(r)$ the force is $\mathbf F=-(1/r)(dV/dr)\,\mathbf r$. With $\mathbf L=m\,\mathbf r\times\mathbf v$ at low speed,

$$\mathbf v\times\mathbf F=-\frac1r\frac{dV}{dr}\,\mathbf v\times\mathbf r
=\frac1r\frac{dV}{dr}\,\mathbf r\times\mathbf v
=\frac{1}{mr}\frac{dV}{dr}\,\mathbf L .$$

The spin-orbit energy is therefore

$$H_{\rm so}=\frac{g-1}{2m^2c^2}\,\frac1r\frac{dV}{dr}\,\mathbf L\cdot\mathbf S .$$

The naive energy $-\boldsymbol\mu\cdot\mathbf B'$ equals $\boldsymbol\Omega_{\rm mag}\cdot\mathbf S$ at this order and has $g$ in place of $g-1$. It is the correct magnetic energy, but it generates only the motion relative to the carried axes. The missing term is $\boldsymbol\omega_T\cdot\mathbf S$.

## A quantum test

The classical orbit can be replaced by a bound state: one electron held by a fixed point charge $Ze$ with $Z=10$. Its $2p$ level splits into $j=1/2$ and $j=3/2$. From $\mathbf J=\mathbf L+\mathbf S$,

$$\mathbf L\cdot\mathbf S=\frac{\hbar^2}{2}\left[j(j+1)-2-\frac34\right],$$

which is $-\hbar^2$ for $j=1/2$ and $+\hbar^2/2$ for $j=3/2$, a difference of $3\hbar^2/2$.

For the Coulomb potential, $(1/r)(dV/dr)$ is proportional to $Z/r^3$. The $2p$ radial function is proportional to $re^{-Zr/2}$ when $r$ is in bohr, so

$$\left\langle\frac1{r^3}\right\rangle
=\frac{\int_0^\infty r\,e^{-Zr}\,dr}{\int_0^\infty r^4e^{-Zr}\,dr}
=\frac{1/Z^2}{24/Z^5}=\frac{Z^3}{24},$$

or $41.667\ \mathrm{bohr}^{-3}$. In hartree, where $1/c^2$ becomes the square of the fine-structure constant $\alpha$, the splitting is

$$\Delta E=(g-1)\,\frac{\alpha^2}{2}\,Z\,\frac{Z^3}{24}\,\frac32=(g-1)\,\frac{\alpha^2Z^4}{32}.$$

With $g=2$, the naive coefficient gives $0.9057\ \mathrm{eV}$. The Thomas term contributes $-0.4528\ \mathrm{eV}$, leaving $0.4528\ \mathrm{eV}$.

The Dirac equation has $g=2$ built in and needs no separate discussion of axes. Solved numerically for the same charge, it gives levels at $-340.7099$ and $-340.2556\ \mathrm{eV}$, a splitting of $0.4543\ \mathrm{eV}$. This exceeds the corrected value by $0.334\%$ of that value. At $Z=5$ the excess is $0.083\%$, smaller by a factor of $4.01$. It falls as $Z^2$, as expected of the next order in $v^2/c^2$, since the electron's typical speed is proportional to $Z$. The naive value is too large by about a factor of two, and its ratio to the Dirac result tends to 2, not to 1, as $Z$ decreases.

This model leaves out nuclear motion, nuclear size and radiative corrections. One radiative effect is the small shift of the electron's $g$ from 2. With $g=2.002319$, the ratio $(g-1)/g$ is $0.500579$, so even at low speed the electron's factor is not precisely one half.

The derivation also shows what changes if another force acts. The magnetic term depends on $q\mathbf E$, but the Thomas term depends on the total force. If an additional force exerts no torque on the spin in the rest frame, then at low speed

$$\boldsymbol\Omega=\frac{1}{2mc^2}\,\mathbf v\times\left(g\,q\mathbf E-\mathbf F_{\rm total}\right).$$

The single factor $g-1$ appears when the electric field that supplies the torque also supplies the whole acceleration.

## Numbers as computed

```
BOOST COMPOSITION
small boost epsilon = 1.0e-04 (dimensionless)
spin angle, beta=0.01: -5.00013e-07 rad
spin angle, beta=0.6: -3.33333e-05 rad
product yx element, beta=0.6: 7.50000e-05
product xy element, beta=0.6: 0.00000e+00
orbit speed beta = 0.6, gamma = 1.2500
number of small boosts in orbit = 4000
orbit angle from boosts = -89.9999 degrees
orbit angle from formula = -90.0000 degrees
COVARIANT SPIN EQUATION, beta=0.01
g = 0: measured coefficient = -1.00008 (dimensionless)
g = 1: measured coefficient = -0.00003 (dimensionless)
g = 2: measured coefficient = 1.00003 (dimensionless)
g = 4: measured coefficient = 3.00013 (dimensionless)
SLOW CIRCULAR ORBIT, ELECTRON WITH g=2
speed = 2.99792e+06 m/s
electric field = 1.000e+10 V/m
orbit radius = 5.11025e-09 m
orbital angular rate = 5.86650e+14 rad/s
rest-frame magnetic field = 0.33358 T
magnetic spin rate = 5.86679e+10 rad/s
Thomas spin rate = -2.93347e+10 rad/s
net rate from covariant equation = 2.93332e+10 rad/s
net / magnetic rate = 0.499987
BOUND ELECTRON, 2p LEVELS, g=2
central charge number Z = 10
mean inverse cube radius = 41.66667 bohr^-3
L.S for j=1/2, 3/2 = -1.0, 0.5 hbar^2
naive splitting = 0.90565 eV
Thomas contribution = -0.45283 eV
corrected splitting = 0.45283 eV
Dirac j=1/2 energy = -340.70995 eV
Dirac j=3/2 energy = -340.25561 eV
Dirac splitting = 0.45434 eV
Dirac excess over corrected, Z=10: 0.3340 percent
Dirac excess over corrected, Z=5: 0.0833 percent
ratio of these excesses = 4.0106
MEASURED ELECTRON g
g = 2.00231930
(g - 1)/g = 0.50057915
```
